# Muggianu, Kohler and Toop Extrapolations for Regular and Subregular Ternary Solutions

## One binary, several ternaries

Suppose that the excess Gibbs energies of three binary alloys are known, and that the energy of the ternary alloy is wanted. The obvious course is to put the ternary mole fractions into the binary formulas and add. This does not give a definite answer. Take the binary 1-2 with

$$G_{12}=X_1X_2\,[A+B(X_1-X_2)],\qquad X_1+X_2=1 .$$

Since $X_2=1-X_1$, the same function is $X_1X_2[A+B(2X_1-1)]$. On the binary edge the two forms are identical. In the ternary they are not. At $x_1=x_2=x_3=1/3$ the first bracket is $A$ and the second is $A-B/3$. With $A=-18000$ and $B=9000$ J/mol, the contribution of this binary is $-18000/9=-2000$ J/mol in one case and $-21000/9\approx-2333$ J/mol in the other. No binary measurement can tell which is right.

A rule is therefore needed that says which binary composition represents a given ternary one. The Muggianu, Kohler and Toop models are three such rules. They agree at every composition when the binaries are regular. For subregular binaries at the equiatomic point, Muggianu and Kohler still agree in energy, and Toop differs from both by an amount that is simple to state. These results are derived below in two ways, first from geometry and then from the energies of atomic triplets.

**Conventions.** All energies are excess Gibbs energies per mole of atoms, at fixed temperature and pressure: the pure components and the ideal mixing term have been subtracted. Ternary mole fractions are $x_i$, with $x_1+x_2+x_3=1$. Mole fractions on a binary edge are $X_i$. When $i$ and $j$ name a pair, $k$ is the third component. Sums over $i<j$ run over the three pairs, and $P=x_1x_2x_3$. Each binary is written

$$G_{ij}=X_iX_j\,\Lambda_{ij}(\xi),\qquad \xi=X_i-X_j .$$

A regular binary has $\Lambda_{ij}=A_{ij}$, independent of composition. A subregular one has

$$\Lambda_{ij}=A_{ij}+B_{ij}\,\xi,\qquad A_{ji}=A_{ij},\quad B_{ji}=-B_{ij}.$$

The sign change of $B$ is needed because $\xi$ changes sign when the two names are exchanged, while the energy does not. The combination

$$S_i=\sum_{j\ne i}B_{ij}$$

will appear repeatedly. Its sum $S_1+S_2+S_3$ is zero, since each $B_{ij}$ is cancelled by $B_{ji}$.

## First derivation: choosing a point on the edge

**The weight.** In a randomly mixed alloy, a neighbouring pair of sites holds one $i$ and one $j$ atom with probability $2x_ix_j$. The first postulate is that each binary contributes in proportion to this number, with a strength $\Lambda_{ij}$ per pair taken from the binary:

$$G=\sum_{i<j}x_ix_j\,\Lambda_{ij}(\xi_{ij}).\tag{1}$$

The factor 2 and the number of neighbours are contained in $\Lambda_{ij}$. Because $\Lambda_{ij}=G_{ij}/(X_iX_j)$, equation (1) multiplies the edge energy by the weight $x_ix_j/(X_iX_j)$.

**The edge point.** The second postulate is that $\Lambda_{ij}$ is read at a point of the edge found by sharing out the third component. A fraction $\lambda$ of it is counted as $i$, and the rest as $j$:

$$X_i=x_i+\lambda x_k,\qquad X_j=x_j+(1-\lambda)x_k .$$

The two add up to 1, as they must. Their difference is

$$\xi_{ij}=x_i-x_j+(2\lambda-1)x_k .\tag{2}$$

The models differ in $\lambda$ alone.

*Muggianu* takes the edge point nearest to the ternary point in the equilateral composition triangle. Put the centre of the triangle at the origin and let the side be 1. The corner vectors then satisfy $V_i\cdot V_i=1/3$ and $V_i\cdot V_j=-1/6$. A change of composition $\Delta_i$ has $\sum_i\Delta_i=0$, so that $2\sum_{i<j}\Delta_i\Delta_j=-\sum_i\Delta_i^2$. Its squared length is

$$\Big|\sum_i\Delta_iV_i\Big|^2=\tfrac13\sum_i\Delta_i^2-\tfrac16\cdot2\sum_{i<j}\Delta_i\Delta_j=\tfrac12\sum_i\Delta_i^2 .$$

The step to the edge has components $\lambda x_k$, $(1-\lambda)x_k$ and $-x_k$. Its squared length is $\tfrac12x_k^2[\lambda^2+(1-\lambda)^2+1]$. Setting the derivative with respect to $\lambda$ to zero gives $2\lambda-2(1-\lambda)=0$. Hence $\lambda=1/2$ and $\xi_{ij}=x_i-x_j$.

*Kohler* keeps the ratio of $i$ to $j$, as if the third component only diluted the other two. From $X_i/X_j=x_i/x_j$ and $X_i+X_j=1$ follows $X_i=x_i/(x_i+x_j)$. With $x_k=1-x_i-x_j$,

$$\lambda=\frac{X_i-x_i}{x_k}=\frac{x_i}{x_i+x_j},\qquad \xi_{ij}=r_{ij}\equiv\frac{x_i-x_j}{x_i+x_j}.$$

The weight is $(x_i+x_j)^2$, the probability that both atoms of a pair belong to the two components concerned.

*Toop* singles out one component $a$; the others are $j$ and $k$. On the two edges that meet at $a$, the fraction of $a$ is kept: $X_a=x_a$. The third component is thus counted wholly as the partner of $a$, which is $\lambda=0$ for the ordered pair $(a,j)$. Then $X_j=x_j+x_k=1-x_a$ and $\xi_{aj}=2x_a-1$. The remaining edge $jk$ is treated as in Kohler's model.

**The three formulas.** For subregular binaries, equation (1) becomes

$$G_M=\sum_{i<j}x_ix_j\,[A_{ij}+B_{ij}(x_i-x_j)],$$

$$G_K=\sum_{i<j}x_ix_j\,[A_{ij}+B_{ij}r_{ij}],$$

$$G_T=\sum_{m=j,k}x_ax_m\,[A_{am}+B_{am}(2x_a-1)]+x_jx_k\,[A_{jk}+B_{jk}r_{jk}].$$

When one mole fraction vanishes, the terms containing it vanish too, and (2) gives $\xi_{ij}=x_i-x_j$ for the remaining pair. Each model therefore returns the binaries it started from.

**Regular binaries.** If every $\Lambda_{ij}$ is constant, it does not matter where on the edge it is read. The fraction $\lambda$ drops out of (1), and

$$G_M=G_K=G_T=\sum_{i<j}x_ix_jA_{ij}$$

at every composition and for each choice of $a$. This proves the coincidence.

**Differences for subregular binaries.** For Kohler and Muggianu, the difference in $\xi_{ij}$ is

$$r_{ij}-(x_i-x_j)=r_{ij}\,[1-(x_i+x_j)]=r_{ij}x_k .$$

Multiplying by $x_ix_jB_{ij}$ and adding the pairs gives

$$G_K-G_M=P\sum_{i<j}B_{ij}r_{ij}.\tag{3}$$

For Toop and Muggianu, on an edge that meets at $a$,

$$(2x_a-1)-(x_a-x_j)=x_a+x_j-1=-x_k .$$

The two edges at $a$ together contribute $-P(B_{aj}+B_{ak})=-PS_a$. The third edge contributes as in (3), so

$$G_T-G_M=P\,[-S_a+B_{jk}r_{jk}].\tag{4}$$

**The equiatomic point.** Here every $r_{ij}$ is zero and $P=1/27$. Equations (3) and (4) become

$$G_M=G_K=\tfrac19\sum_{i<j}A_{ij},\qquad G_T-G_M=-\frac{S_a}{27}.\tag{5}$$

Muggianu and Kohler agree because both read each binary at its middle, $X_i=1/2$. This holds for any function $\Lambda_{ij}$. Toop reads the two binaries of $a$ at $X_a=1/3$, where $\xi=-1/3$. Since $S_1+S_2+S_3=0$, the mean of the three Toop energies, one for each choice of $a$, equals the Muggianu energy at this point for subregular binaries. Elsewhere, (3) and (4) show that the mean differs from $G_M$ by $(G_K-G_M)/3$.

**Is regularity also necessary?** Suppose that $G_K=G_M$ throughout the triangle. In the interior $P\neq0$, so the sum in (3) must vanish. Let $x_3\to0$ while $x_1$ and $x_2$ stay positive. Then $r_{13}\to1$, $r_{23}\to1$ and $r_{12}\to x_1-x_2$, which leaves

$$B_{12}(x_1-x_2)+B_{13}+B_{23}=0$$

for all $x_1$ between 0 and 1. Hence $B_{12}=0$. The other two edges give $B_{13}=B_{23}=0$ in the same way. Within the subregular family, the three models thus coincide everywhere if and only if the binaries are regular. Toop and Muggianu alone can coincide under a weaker condition: by (4), it is enough that $B_{jk}=0$ and $B_{aj}=-B_{ak}$.

**Equal energies, unequal slopes.** Phase equilibria depend on the partial energies $\mu_i=\partial(NG)/\partial N_i$, where $N_i$ are the amounts and $N$ is their sum. Let $D=G_K-G_M$. At the equiatomic point all $r_{ij}$ vanish, so a change of $P$ does not affect $D$ to first order. The change of $r_{ij}$ is $(dx_i-dx_j)/(2/3)$. Therefore

$$dD=\frac1{27}\cdot\frac32\sum_{i<j}B_{ij}(dx_i-dx_j)=\frac1{18}\sum_m S_m\,dx_m .$$

The last step collects the factor of each $dx_m$ and uses $B_{ji}=-B_{ij}$. Adding component $i$ to one mole of alloy changes the mole fractions at the rate $\partial x_m/\partial N_i=\delta_{im}-x_m$. With $D=0$ and $x_m=1/3$,

$$\mu_i^K-\mu_i^M=\frac1{18}\Big(S_i-\frac13\sum_mS_m\Big)=\frac{S_i}{18}.\tag{6}$$

The two energy surfaces meet at this point, but they cross at an angle unless all $S_i$ vanish.

**A numerical case.** Take a model alloy with these round parameters, in J/mol:

| pair | $A_{ij}$ | $B_{ij}$ |
|---|---|---|
| 1-2 | −18000 | 9000 |
| 1-3 | −9000 | 4500 |
| 2-3 | 5400 | −2700 |

The sums are $S_1=9000+4500=13500$, $S_2=-9000-2700=-11700$ and $S_3=-4500+2700=-1800$ J/mol. At the equiatomic point

$$G_M=G_K=\frac{-18000-9000+5400}{9}=-2400\ \text{J/mol},$$

or $-24.9$ meV per atom. The Toop energies follow from (5):

- $a=1$: $-2400-13500/27=-2900$ J/mol, a shift of $-500$ J/mol or $-5.2$ meV per atom;
- $a=2$: $-2400+11700/27\approx-1967$ J/mol, a shift of $+433$ J/mol or $+4.5$ meV per atom;
- $a=3$: $-2400+1800/27\approx-2333$ J/mol, a shift of $+67$ J/mol or $+0.7$ meV per atom.

The choice of the special component changes even the sign of the shift. By (6), the Kohler partial energies exceed those of Muggianu by 750, −650 and −100 J/mol for components 1, 2 and 3, although the total energies are equal.

At a general composition all three models give different values. Kohler and Muggianu agree only on the edges and on the curve through the centre where the sum in (3) vanishes. At $x=(0.5,0.3,0.2)$ the Muggianu formula gives

$$0.15(-16200)+0.10(-7650)+0.06(5130)\approx-2887\ \text{J/mol}.$$

Here $P=0.03$, $r_{12}=0.25$, $r_{13}=3/7$ and $r_{23}=0.2$. Equation (3) adds $0.03\,(2250+1929-540)\approx109$ J/mol, so that $G_K\approx-2778$ J/mol. Equation (4) with $a=1$ adds $0.03\,(-13500-540)\approx-421$ J/mol, so that $G_T\approx-3308$ J/mol.

## Second derivation: a pair and its spectator

The same formulas can be reached without a composition triangle, by asking how the energy of an unlike pair depends on a third atom beside it.

**Triplet energies.** Let the energy of the alloy be a sum over groups of three sites, and let the atoms be mixed at random. Write $e_{ijk}$ for the energy of a triplet, independent of the order of its indices and scaled to one mole of atoms. Measure it from the pure components by subtracting $(e_{iii}+e_{jjj}+e_{kkk})/3$. On averaging, this removes $\sum_ix_ie_{iii}$, which is the energy of the unmixed components. After the subtraction $e_{iii}=0$, and the excess energy is the average of $e_{ijk}$ over all ordered triplets.

In a binary, the triplet $iij$ can be ordered in three ways, and so can $ijj$:

$$G_{ij}=3X_i^2X_je_{iij}+3X_iX_j^2e_{ijj}=X_iX_j\cdot3\,(X_ie_{iij}+X_je_{ijj}).$$

Inserting $X_i=(1+\xi)/2$ and $X_j=(1-\xi)/2$ gives a subregular binary with

$$A_{ij}=\tfrac32(e_{iij}+e_{ijj}),\qquad B_{ij}=\tfrac32(e_{iij}-e_{ijj}).$$

Solved for the triplet energies, this is

$$e_{iij}=\tfrac13(A_{ij}+B_{ij}),\qquad e_{ijj}=\tfrac13(A_{ij}-B_{ij}).$$

In the ternary there is one more kind of triplet, with six orderings:

$$G=\sum_{i<j}3x_ix_j(x_ie_{iij}+x_je_{ijj})+6P\,e_{123}.\tag{7}$$

The energy $e_{123}$ occurs in none of the binaries. It is the piece of information that an extrapolation has to supply.

**Pair energies with a spectator.** The triplet $iij$ contains two unlike pairs, and in each case the atom left over is an $i$. Assign the triplet energy to its unlike pairs, and let $v_{ij}^{c}$ be the energy of a pair $ij$ with spectator $c$. Then $e_{iij}=2v_{ij}^{i}$ and $e_{ijj}=2v_{ij}^{j}$, so

$$v_{ij}^{i}=\tfrac16(A_{ij}+B_{ij}),\qquad v_{ij}^{j}=\tfrac16(A_{ij}-B_{ij}).$$

The parameter $B_{ij}$ therefore measures how much the pair energy changes when its spectator changes from $j$ to $i$. The triplet 123 contains three unlike pairs, each with a foreign spectator:

$$e_{123}=v_{12}^{3}+v_{13}^{2}+v_{23}^{1}.$$

With these expressions, (7) becomes

$$G=\sum_{i<j}x_ix_j\cdot6\,(x_iv_{ij}^{i}+x_jv_{ij}^{j}+x_kv_{ij}^{k}).\tag{8}$$

This is the number of unlike pairs times the pair energy averaged over spectators.

**The closure.** Assume that a foreign spectator acts as a mixture of the two familiar ones:

$$v_{ij}^{k}=\lambda v_{ij}^{i}+(1-\lambda)v_{ij}^{j}=\tfrac16[A_{ij}+(2\lambda-1)B_{ij}].$$

In (8) the factor multiplying $x_ix_j$ is then

$$A_{ij}(x_i+x_j+x_k)+B_{ij}[x_i-x_j+(2\lambda-1)x_k]=A_{ij}+B_{ij}\xi_{ij},$$

with $\xi_{ij}$ as in (2). The three models are now three statements about the spectator.

- Muggianu: a foreign spectator acts half like $i$ and half like $j$, $\lambda=1/2$.
- Kohler: it acts like the average of the $i$ and $j$ atoms present, $\lambda=x_i/(x_i+x_j)$.
- Toop: beside a pair $aj$, the atom $k$ acts like $j$, $\lambda=0$. Beside the pair $jk$, the atom $a$ acts as in Kohler's model.

Inserting these values gives the formulas for $G_M$, $G_K$ and $G_T$ found before.

**The results again.** For regular binaries $B_{ij}=0$, so $v_{ij}^{i}=v_{ij}^{j}$. The pair does not notice its spectator, and any mixture of two equal energies is that same energy. The three models must coincide.

At the equiatomic point each of the 27 ordered triplets has the probability 1/27. The triplets with two equal atoms contribute $3\sum_{i<j}(e_{iij}+e_{ijj})=2\sum_{i<j}A_{ij}$ to the sum over triplets. Muggianu and Kohler both have $\lambda=1/2$ there, so $e_{123}=\tfrac16\sum_{i<j}A_{ij}$, and the six triplets of this kind add $\sum_{i<j}A_{ij}$. The energy is $\tfrac{3}{27}\sum_{i<j}A_{ij}=\tfrac19\sum_{i<j}A_{ij}$. In Toop's model $v_{aj}^{k}=\tfrac16(A_{aj}-B_{aj})$, and likewise for $v_{ak}^{j}$, while $v_{jk}^{a}=\tfrac16A_{jk}$. Hence

$$e_{123}=\tfrac16\Big(\sum_{i<j}A_{ij}-S_a\Big),\qquad G_T-G_M=\frac6{27}\Big(-\frac{S_a}{6}\Big)=-\frac{S_a}{27},$$

in agreement with (5).

For the model alloy, Muggianu's closure implies $e_{123}=-21600/6=-3600$ J/mol. This value holds at every composition. At the equiatomic point, Toop's closure with $a=1$ implies $(-21600-13500)/6=-5850$ J/mol; elsewhere the term $B_{23}r_{23}/6$ is added to it. The binaries are the same in both cases. The whole difference of $-500$ J/mol comes from the 6 triplets in 27 that contain all three components: $\tfrac{6}{27}(-5850+3600)=-500$.

## What each derivation assumes

Both derivations assume random mixing. If the atoms order or cluster, the number of unlike pairs is no longer proportional to $x_ix_j$, and the argument given for the weight in (1) no longer holds. Random mixing requires the energy of an unlike pair, $|A_{ij}|/z$ for $z$ neighbours per atom, to be small compared with $RT$. The model alloy meets this only roughly: for $z=8$ and 1200 K, $|A_{12}|/(zRT)\approx0.23$. In the pair (quasi-chemical) approximation with the $A_{ij}$ alone, the probability of a 1-2 pair at the equiatomic point then rises from 0.222 to about 0.249, and the energy falls from $-2400$ to about $-2560$ J/mol. Binaries treated in the same approximation already contain most of this effect: extrapolating them with any of the three models gives values within about 30 J/mol of the ternary one in this case. Both also fill a gap in the data by a postulate, since neither $\lambda$ nor $e_{123}$ follows from the binaries.

The geometric derivation assumes nothing about the form of $\Lambda_{ij}$. It can be applied to any binary function, but it gives no physical reason for preferring one edge point to another. For binaries that are not subregular, some results change. Add a term $C_{ij}\xi^2$, with $C_{ji}=C_{ij}$, to $\Lambda_{ij}$. At the equiatomic point it vanishes in the Muggianu and Kohler models, where $\xi=0$. In Toop's model $\xi^2=1/9$ on the two edges at $a$, and with $x_ax_j=1/9$ the difference becomes

$$G_T-G_M=-\frac{S_a}{27}+\frac{C_{aj}+C_{ak}}{81}.$$

The mean of the three Toop energies then no longer equals $G_M$ in general.

The triplet derivation assumes that the energy comes from groups of at most three atoms. This restricts it to subregular binaries, but it turns each model into a claim about atoms that could be right or wrong. If $e_{123}$ is a true constant, (7) can be compared with the models. Using $x_i+x_j=1-x_k$ in the terms with $A_{ij}$ gives

$$G=G_M+P\Big(6e_{123}-\sum_{i<j}A_{ij}\Big).\tag{9}$$

Muggianu's model is exact for such an alloy if $6e_{123}=\sum_{i<j}A_{ij}$. By (4), Toop's is exact if $B_{jk}=0$ and $6e_{123}=\sum_{i<j}A_{ij}-S_a$. Kohler's would require the constant bracket in (9) to equal $\sum_{i<j}B_{ij}r_{ij}$ everywhere. That sum is zero at the equiatomic point, so the constant is zero. The sum then vanishes everywhere, and all $B_{ij}=0$ as shown above. If any $B_{ij}$ differs from zero, the $e_{123}$ implied by Kohler's closure therefore depends on the overall composition and cannot be a fixed triplet energy.

The spectator picture also shows when Toop's asymmetry is justified. Let components 2 and 3 be the same substance. The alloy is then a binary, with energy $x_1(1-x_1)\Lambda_{12}(2x_1-1)$. Beside a pair 1-2, a spectator 3 acts like a 2 because it is a 2, which is Toop's closure with $a=1$. Indeed $\Lambda_{13}=\Lambda_{12}$ and $\Lambda_{23}=0$ give $G_T=x_1(x_2+x_3)\Lambda_{12}(2x_1-1)$, the correct energy. With the 1-2 parameters of the model alloy and $x_i=1/3$, this is $\tfrac29(-18000-3000)\approx-4667$ J/mol. Muggianu and Kohler give $\tfrac29(-18000)=-4000$ J/mol. They change the energy of an alloy merely because some of its atoms have been given another name.

For three different substances, similarity of two components is an argument for Toop's model, not a proof. If $e_{123}$ is a true constant, one ternary measurement fixes the factor of $P$ in (9); otherwise it fixes that factor only at the composition measured. In either case the factor belongs to the model to which it is added. In the model alloy, a term $-13500\,P$ J/mol added to Muggianu's energy reproduces Toop's value for $a=1$ at the equiatomic point. Added to Toop's energy itself, the same term would count the effect twice.
